# Self-consistent diffusion and localization in two and three dimensions

## Definitions and conventions

Electrons of mass $m$ with energy $k^2/2m$ move in a static random potential with $\langle V(\mathbf r)V(\mathbf r')\rangle=u\,\delta(\mathbf r-\mathbf r')$. Units have $\hbar=1$. There are no interactions, no spin-orbit coupling and no magnetic field, and the temperature is zero. The Fermi wavevector is $k_F$, the Fermi velocity is $v=k_F/m$, and $N$ is the density of states at the Fermi energy for one spin direction. With scattering time $\tau$,

$$l=v\tau,\qquad D_0=\frac{v^2\tau}{d}=\frac{vl}{d},\qquad k\equiv k_Fl .$$

In momentum integrals $\mathbf k$ is the wavevector; in the final formulas $k$ is the number $k_Fl$.

Fields vary as $e^{-i\omega t}$, and $|\omega|\tau\ll1$. I write $\Omega=-i\omega$ and take $\Omega>0$, so that $D$ is real; real frequencies follow by continuation. An initial point density spreads with the Laplace-transformed propagator $P(q,\Omega)=1/(\Omega+Dq^2)$.

The Vollhardt–Wölfle closure is the equation

$$\frac{D_0}{D}=1+R(D,\Omega),\qquad R=\frac1{\pi N}\int_{q<Q}\frac{d^dq}{(2\pi)^d}\,\frac1{\Omega+Dq^2},\qquad Q=\frac cl, \tag{1}$$

where $c$ is a number of order one. The cutoff is needed because the diffusive form holds for $ql\ll1$. Restoring $\hbar$ replaces $N$ by $\hbar N$ in the prefactor.

## Theorem

For every $\Omega>0$, equation (1) has one positive solution $D(\Omega)$, and it satisfies $D<D_0$. As $\Omega\to0$:

**(a)** In $d=2$, $D/\Omega\to\xi^2$ for every $k$, with
$$\xi=\frac lc\sqrt{e^{\pi k_Fl}-1}. \tag{2}$$
For $c=1$ and $k_Fl\gg1$ this is $\xi\simeq l\,e^{\pi k_Fl/2}$.

**(b)** In $d=3$ there is a transition at $k_c=\sqrt{3c/\pi}$. For $k>k_c$, $D\to D_0[1-(k_c/k)^2]$. For $k<k_c$, $D/\Omega\to\xi^2$ with $\xi$ finite, and $\xi\simeq\pi l/(4c\delta)$ as $\delta=1-k/k_c\to0^+$. The localization exponent is therefore $\nu=1$.

The theorem concerns solutions of (1). The lemmas below derive its first-order content for $k_Fl\gg1$; the step from there to (1) is an assumption, stated where it is made.

## Lemma 1: the diffusion pole

*The sum of ladder diagrams is $\Gamma(q,\omega)=[2\pi N\tau^2(-i\omega+D_0q^2)]^{-1}$ for $ql\ll1$ and $|\omega|\tau\ll1$.*

*Proof.* The Born self-energy has imaginary part $\mp\pi Nu$, so $1/\tau=2\pi Nu$ and the averaged Green functions are $G^{R,A}=1/(E-k^2/2m\pm i/2\tau)$. Let $\epsilon$ be the energy measured from $E$. For $q\ll k_F$ the shifted energy is $\epsilon+\mathbf v\cdot\mathbf q$. With $N$ constant over the width $1/\tau$, one rung of the ladder contains

$$\Pi=N\left\langle\int\frac{d\epsilon}{(\omega-\epsilon-\mathbf v\cdot\mathbf q+\frac i{2\tau})(-\epsilon-\frac i{2\tau})}\right\rangle,$$

where the brackets average over directions. The poles in $\epsilon$ are $a=\omega-\mathbf v\cdot\mathbf q+i/2\tau$ and $b=-i/2\tau$. Closing the contour in the upper half plane gives $2\pi i/(a-b)$, hence

$$u\Pi=\left\langle\frac1{1-i\omega\tau+i\tau\,\mathbf v\cdot\mathbf q}\right\rangle\simeq1+i\omega\tau-\tau^2\langle(\mathbf v\cdot\mathbf q)^2\rangle=1+i\omega\tau-D_0q^2\tau .$$

The term linear in $\mathbf q$ averages to zero, and $\langle(\mathbf v\cdot\mathbf q)^2\rangle=v^2q^2/d$. The geometric series is $\Gamma=u/(1-u\Pi)=u/[\tau(-i\omega+D_0q^2)]$, and $u=1/(2\pi N\tau)$ completes the proof. $\square$

## Lemma 2: the return correction

*For $k_Fl\gg1$, the part of the maximally crossed diagrams that is singular at small momentum, cut off at $Q$, gives $D/D_0=1-R(D_0,\Omega)$ to first order in $R$, that is, while $R(D_0,\Omega)\ll1$.*

*Proof.* In a maximally crossed diagram the retarded and advanced lines meet the same impurities in opposite order. Time reversal gives $G^A(\mathbf k)=G^A(-\mathbf k)$, so the advanced line may be traversed backwards. The diagram then becomes a ladder whose small momentum is $\mathbf K=\mathbf k+\mathbf k'$ instead of $\mathbf q$. Its singular part is $C(K)=[2\pi N\tau^2(\Omega+D_0K^2)]^{-1}$.

The Einstein relation makes the conductivity proportional to $ND$, so $D/D_0=\sigma/\sigma_0$. In the Kubo formula the leading term is, up to a common factor,

$$\sigma_0\propto\int\frac{d^dk}{(2\pi)^d}v_x^2\,G^RG^A=\frac{v^2}{d}N\int\frac{d\epsilon}{\epsilon^2+1/4\tau^2}=\frac{v^2}{d}\,2\pi N\tau .$$

White-noise scattering is isotropic, so the ladder does not correct the current vertex. With the crossed sum inserted, the two current vertices carry $v_x(\mathbf k)$ and $v_x(\mathbf K-\mathbf k)$. The singularity is at small $K$, where $v_x(\mathbf K-\mathbf k)\simeq-v_x(\mathbf k)$ and, for $Kl\ll1$, $G^{R,A}(\mathbf K-\mathbf k)\simeq G^{R,A}(\mathbf k)$. The $K$ integral is cut off at $Q$:

$$\delta\sigma\propto-\frac{v^2}{d}\,N\int\frac{d\epsilon}{(\epsilon^2+1/4\tau^2)^2}\int\frac{d^dK}{(2\pi)^d}C(K).$$

Since $\int d\epsilon/(\epsilon^2+a^2)^2=\pi/2a^3$, the energy integral at $a=1/2\tau$ is $4\pi\tau^3$. The ratio is

$$\frac{\delta\sigma}{\sigma_0}=-\frac{4\pi N\tau^3}{2\pi N\tau}\,\frac1{2\pi N\tau^2}\int\frac{d^dK}{(2\pi)^d}\frac1{\Omega+D_0K^2}=-R(D_0,\Omega).$$

Diagrams with one more impurity line across the crossed sum separate the two current vertices. Each vertex then stands in an integral of $v_x$ times a function even in $\mathbf k$ at $K=0$. Each integral is of order $K$, and their product removes the pole. $\square$

These steps are controlled for $Kl\ll1$. In $d=2$ the logarithm comes from that region, so its coefficient is fixed and only the constant under it depends on $c$. In $d=3$ the integral at $\Omega\to0$ is proportional to $Q$ and comes from $K\sim1/l$, where neither the pole form nor the neglect of the other diagrams is controlled. That part, which sets $k_c$ below, is a feature of the model (1) and not a derived result.

The minus sign is the reversed velocity: interference of a path with its time-reversed partner enhances return and so reduces the current.

## The closure assumption

A current that relaxes at rate $\gamma$ has $D=v^2/(d\gamma)$ for $|\omega|\ll\gamma$. Lemma 2 therefore says $\gamma\tau=D_0/D=1+R(D_0,\Omega)$ to first order in $R$. The closure makes two choices: this form is kept when $R$ is not small, and the $D_0$ inside the pole is replaced by the $D(\Omega)$ being sought. Neither follows from the first-order calculation.

The first choice matters. Suppose the correction were left in $D$, as $D/D_0=1-R(D,\Omega)$. A positive solution would need $D<D_0$ and $R(D,\Omega)<1$. But $R$ decreases with $D$, so $R(D,\Omega)\ge R(D_0,\Omega)$, which in two dimensions grows without bound as $\Omega\to0$. At low enough $\Omega$ there is no positive solution. For $k_Fl=2$, $c=1$ and $\Omega\tau=10^{-22}$, $R(D_0,\Omega)$ is already 7.95. In (1) both sides can diverge as $1/\Omega$, which leaves room for a localized solution.

## Proof of the theorem

**Existence and uniqueness.** Multiply (1) by $D$:

$$D_0=D+\frac1{\pi N}\int_{q<Q}\frac{d^dq}{(2\pi)^d}\frac{D}{\Omega+Dq^2}.$$

The right side increases with $D$, vanishes at $D=0$ and exceeds $D_0$ at $D=D_0$. There is one root, and it lies below $D_0$.

Define $\xi_\Omega^2=D/\Omega$ and divide by $D_0$:

$$\frac D{D_0}=1-\frac1{\pi ND_0}\int_{q<Q}\frac{d^dq}{(2\pi)^d}\frac1{q^2+\xi_\Omega^{-2}}. \tag{3}$$

**Two dimensions.** Here $N=m/2\pi$ and $D_0=k_Fl/2m$, so $\pi ND_0=k_Fl/4$. The integral is

$$\frac1{2\pi}\int_0^Q\frac{q\,dq}{q^2+\xi_\Omega^{-2}}=\frac1{4\pi}\ln(1+Q^2\xi_\Omega^2),$$

and (3) becomes

$$\frac D{D_0}=1-\frac1{\pi k_Fl}\ln(1+Q^2\xi_\Omega^2). \tag{4}$$

Because $D>0$, the logarithm is below $\pi k_Fl$, so $\xi_\Omega$ is bounded as $\Omega\to0$. Then $D=\Omega\xi_\Omega^2\to0$, and the logarithm must tend to $\pi k_Fl$. Thus $1+Q^2\xi^2=e^{\pi k_Fl}$, which is (2).

**Three dimensions.** Here $N=mk_F/2\pi^2$ and $D_0=k_Fl/3m$, so $\pi ND_0=k_F^2l/6\pi$. The integral is

$$\frac1{2\pi^2}\int_0^Q\frac{q^2\,dq}{q^2+\xi_\Omega^{-2}}=\frac1{2\pi^2}\left[Q-\frac{\arctan(Q\xi_\Omega)}{\xi_\Omega}\right].$$

With $X=Q\xi_\Omega$, the prefactor is $\dfrac{6\pi}{k_F^2l}\dfrac{Q}{2\pi^2}=\dfrac{3c}{\pi(k_Fl)^2}=\left(\dfrac{k_c}{k}\right)^2\equiv\lambda$, and

$$\frac D{D_0}=1-\lambda\left[1-\frac{\arctan X}{X}\right]. \tag{5}$$

*Metal, $\lambda<1$.* Equation (5) gives $D\ge D_0(1-\lambda)>0$. Hence $X^2=Q^2D/\Omega\to\infty$, the arctangent term vanishes, and $D\to D_0(1-\lambda)$. For $k=k_c(1+\delta')$ this is $2D_0\delta'$ at leading order, so $D$ also vanishes with exponent one.

*Insulator, $\lambda>1$.* Positivity of $D$ requires $\arctan X/X>1-1/\lambda>0$, which bounds $X$. Then $D=\Omega X^2/Q^2\to0$, and the limit obeys

$$\frac{\arctan X}X=1-\left(\frac k{k_c}\right)^2=2\delta-\delta^2 .$$

For small $\delta$, $X$ is large and $\arctan X\simeq\pi/2-1/X$. Leading order gives $\pi/2X=2\delta$, or $X=\pi/4\delta$. Next put $X=\pi/4\delta+b$. The left side $\pi/2X-1/X^2$ becomes $2\delta-8b\delta^2/\pi-16\delta^2/\pi^2$. Matching the $\delta^2$ terms gives $b=\pi/8-2/\pi$, so

$$\frac{\xi}{l}=\frac1c\left[\frac{\pi}{4\delta}+\frac\pi8-\frac2\pi+O(\delta)\right]. \tag{6}$$

This proves (b). $\square$

## Remark 1: what $\xi$ measures

In the localized phase of (1), $P\to1/[\Omega(1+q^2\xi^2)]$ as $\Omega\to0$, for $ql\ll1$. The factor $1/\Omega$ is the transform of a constant, so the density left at long times has Fourier transform $1/(1+q^2\xi^2)$. It solves $(1-\xi^2\nabla^2)n=\delta(\mathbf r)$:

$$n_{2D}=\frac{K_0(r/\xi)}{2\pi\xi^2},\qquad n_{3D}=\frac{e^{-r/\xi}}{4\pi\xi^2r},$$

with $K_0$ the modified Bessel function. Both apply when $r$ and $\xi$ are much larger than $l$, and at $r\gg\xi$ they fall off as $e^{-r/\xi}$ up to powers of $r$. In the metal $D$ stays finite and the density spreads without limit.

## Remark 2: numbers in two dimensions

Equation (1) was solved at $\Omega\tau=10^{-22}$ without using the closed integrals: the momentum integral was done by Gauss–Legendre quadrature in $\ln q$, and the root was found by bracketing in $\ln D$. For $c=1$:

| $k_Fl$ | $\xi/l$, solved | $e^{\pi k_Fl/2}$ |
|---|---|---|
| 2 | 23.12 | 23.14 |
| 5 | 2576 | 2576 |
| 10 | $6.636\times10^6$ | $6.636\times10^6$ |

The $-1$ under the root in (2) matters little even at $k_Fl=2$. For $l=10$ nm and $k_Fl=5$, $\xi=2576\times10\ \mathrm{nm}=25.8\ \mu\mathrm m$. Doubling $k_Fl$ from 5 to 10, which means weaker disorder, multiplies $\xi/l$ by more than two thousand, so at weak disorder $\xi$ can exceed the size of the sample. These values belong to the model: $c=1$, zero temperature, white-noise scattering, no interactions, no spin-orbit coupling and no magnetic field. At finite temperature dephasing cuts off the return integral at the phase-coherence length, and when that length is much shorter than $\xi$ only the logarithmic correction of Lemma 2 remains.

The prefactor has no such firmness. With $c=2$ and $k_Fl=5$ the solution is $\xi/l=1288$, half the former value, as (2) requires. The factor $\pi/2$ in the exponent does not depend on $c$. It also has a perturbative reading: if the integral in Lemma 2 is cut off below at $q=1/L$, the correction is $(2/\pi k_Fl)\ln(L/l)$ for $c=1$, and it reaches one at $L=l\,e^{\pi k_Fl/2}$. The closure thus places $\xi$ at the scale where the first-order correction is no longer small.

The static limit needs a very low frequency. By (4), a finite $D$ lowers $\ln\xi_\Omega^2$ by about $\pi k_FlD/D_0$, so (2) applies when $\pi k_Fl\,\Omega\xi^2/D_0\ll1$.

## Remark 3: numbers in three dimensions

For $c=1$ the transition is at $k_Fl=0.977$; for $c=2$ it moves to 1.382. Its position is therefore an estimate of order one. In the metal with $c=1$, the same numerical solution gives $D/D_0=0.211$, 0.761 and 0.962 at $k_Fl=1.1$, 2 and 5. The middle value follows from $1-(0.977/2)^2=0.761$.

On the insulating side:

| $\delta$ | $\xi/l$, solved | $\pi/4\delta$ |
|---|---|---|
| $10^{-1}$ | 7.577 | 7.854 |
| $10^{-2}$ | 78.29 | 78.54 |
| $10^{-3}$ | 785.15 | 785.40 |

The difference settles near $-0.24$, which is the constant $\pi/8-2/\pi$ in (6). The logarithmic slope of $\xi$ between $\delta=10^{-3}$ and $10^{-4}$ gives $\nu=1.000$.

At the critical point $\lambda=1$, and (5) reads $D/D_0\simeq\pi/2X$ for large $X$. Since $D_0=l^2/3\tau$, $X=c\sqrt{(D/D_0)/(3\Omega\tau)}$. Solving for $D$,

$$\frac D{D_0}\simeq\left(\frac{\pi}{2c}\right)^{2/3}(-3i\omega\tau)^{1/3}\qquad(|\omega|\tau\to0).$$

At $\Omega\tau=10^{-12}$ and $c=1$, both this formula and the numerical solution give $1.949\times10^{-4}$. Diffusion at the transition is neither metallic nor localized: $D$ vanishes with frequency, but more slowly than $\Omega$.

## Remark 4: exponent one against the lattice model

Large-scale numerical scaling studies of the three-dimensional Anderson model with time-reversal symmetry give $\nu$ of about 1.6, recalled here for comparison. A small calculation shows how such an exponent is obtained and whether $\nu=1$ could fit.

Take a cubic lattice with nearest-neighbour hopping 1 and site energies uniform in $[-W/2,W/2]$, at energy zero. Long bars of cross-section $M\times M$, periodic across, are built layer by layer. If $H_n$ is the Hamiltonian of layer $n$, the end-layer Green function obeys $G_n=(-H_n-G_{n-1})^{-1}$, and the product $G_nG_{n-1}\cdots$ applied to a vector decays at a rate $\gamma$ per layer. The reduced length is $\Lambda=1/(\gamma M)$.

One-parameter scaling assumes $\ln\Lambda=f[(W-W_c)M^{1/\nu}]$. Expanding $f$ to first order, the contrast $s_M=\ln[\Lambda(14)/\Lambda(19)]$ between $W=14$ and $W=19$ is proportional to $M^{1/\nu}$, so $s_8/s_4=2^{1/\nu}$.

| $M$ | $\Lambda(14)$ | $\Lambda(19)$ | $s_M$ |
|---|---|---|---|
| 4 | 0.785 | 0.470 | $0.512\pm0.007$ |
| 8 | 0.906 | 0.409 | $0.795\pm0.032$ |

These come from 20 bars of 3000 layers for $M=4$ and 10 bars of 1500 layers for $M=8$, after 100 discarded layers each; the errors are jackknife standard errors over bars. Both values of $W$ use the same random numbers, scaled by $W$, and the jackknife removes a bar from both at once. With growing $M$, $\Lambda$ rises at $W=14$ and falls at $W=19$, as expected on the two sides of a transition.

The ratio is $0.795/0.512=1.55\pm0.07$. Exponent one requires 2.00, and $\nu=1.6$ requires $2^{1/1.6}=1.54$. Inverting, $1/\nu=0.63\pm0.06$, or $\nu\approx1.6$. The error is statistical; the effects of small widths and of the linear expansion have not been estimated, so the agreement with the recalled value should not be read as precision. Within this scaling analysis, $\nu=1$ is disfavoured by more than six standard errors.

The origin of the value one in the closure is visible in (5). The disorder enters through $\lambda$, which is smooth at the transition, while the pole $1/(q^2+\xi^{-2})$ integrated in three dimensions gives a term linear in $1/\xi$. Balancing the two forces $1/\xi\propto\delta$. This rests on a $D$ independent of $q$, on one class of diagrams, and on formulas derived for $k_Fl\gg1$ but used at $k_Fl\approx1$. The calculation here does not decide which of these accounts for the discrepancy. The closure gives a transition in three dimensions and none in two, but its critical exponent disagrees with the value of about 1.6 found numerically for the Anderson model.
